# Is oxygen nonstoichiometry a free input in a doped binary oxide?

**Question**

I am setting up a defect model for a 100 nm acceptor-doped dioxide film, MO₂ with a trivalent dopant A on the M sites. The anneal is at 1200 K in pure oxygen at $10^{-3}$ Torr, and one cation in a thousand is a dopant. My input file has temperature, oxygen pressure and dopant content. I also want to set the oxygen deficiency to $\delta=10^{-3}$ per cation, because that is the film I would like to have.

The solver then has no solution. If I delete one of the defect reactions it runs. I have free vacancies, dopant–vacancy complexes, cation vacancies, electrons and holes, so I expected plenty of freedom. Is $\delta$ an input that I may choose, and if not, what has fixed it?

**Answer**

For a film free of substrate stress that has really equilibrated with the gas, your first three inputs have already fixed $\delta$. You may exchange it for one of them where a solution exists, for instance by choosing $\delta$ and calculating the pressure. A solution is not guaranteed: with the parameters used below, no dopant content gives $\delta$ under $3.4\times10^{-4}$, the undoped value, at your temperature and pressure. You may not choose all four. The reaction you deleted matters: removing the oxygen-exchange reaction disconnects the film from the gas.

**Counting the conditions**

Write the oxide as $\mathrm{M}_{1-x}\mathrm{A}_x\mathrm{O}_{2-\delta}$, so that $x$ and $\delta$ are both counted per cation, M and A together. I assume one homogeneous oxide phase, involatile cations, no stress from the substrate, and negligible surface and external-field effects. A clamped film can carry a stress that the gas does not set, and that stress is then a further variable. If the lattice expands linearly by an assumed 0.1 per unit $\delta$, a biaxial tension of 1 GPa raises the $\delta$ found below by about 8%.

The intensive state of the oxide is described by $T$, the total pressure $P$, $x$ and $\delta$. The gas contains nothing but oxygen, so its state is described by $T$ and $P$, and $P=p_{\rm O_2}$. Oxygen is the one component that both phases exchange, which gives one condition:

$$\mu_{\rm O}(T,P,x,\delta)=\tfrac12\mu_{\rm O_2}(T,P).$$

Four variables and one condition leave three freedoms. Gibbs' phase rule agrees: with components M, A and O and two phases, $F=3-2+2=3$. An insoluble inert gas would separate $P$ from $p_{\rm O_2}$ and add a freedom. So would a second host cation, through the ratio of the two hosts.

**Why there is one answer**

Counting does not show that the equation has a single root; stability does. Let $g(\delta)$ be the Gibbs energy of the oxide per cation at fixed $T,P,x$. With $N$ cations there are $N_{\rm O}=N(2-\delta)$ oxygen atoms, so $dN_{\rm O}=-N\,d\delta$ and

$$\mu_{\rm O}=\frac{\partial (Ng)}{\partial N_{\rm O}}=-\frac{dg}{d\delta}.$$

Removing $\delta$ oxygen atoms per cation delivers them to the gas, where each has the chemical potential $\mu_{\rm gas}=\tfrac12\mu_{\rm O_2}$. Apart from a constant, the quantity to minimize is therefore

$$\Phi(\delta)=g(\delta)+\mu_{\rm gas}\delta,\qquad \Phi'=\mu_{\rm gas}-\mu_{\rm O},\qquad \Phi''=g''=-\frac{d\mu_{\rm O}}{d\delta}.$$

If $g''$ were negative, the oxide could lower its energy by splitting into a more reduced and a less reduced part. Throughout a stable single-phase range with $g''>0$, $\mu_{\rm O}$ falls strictly as $\delta$ rises, and it can equal $\mu_{\rm gas}$ at one $\delta$ at most.

**Why more defect species do not help**

Let the contents per cation be $v$ for free vacancies $V_{\rm O}^{\bullet\bullet}$, $a$ for free acceptors (charge $-1$), $c$ for acceptor–vacancy complexes ($+1$), $m$ for cation vacancies ($-4$), $n$ for electrons and $p$ for holes. These are six unknowns. They obey six conditions: dopant balance, neutrality, and the equilibria for association, cation-vacancy formation, electron–hole pairs and oxygen exchange. A new complex brings one unknown and one reaction.

Now count oxygen. Cation vacancies extend the lattice to $1+m$ cation sites, hence $2(1+m)$ anion sites, per cation. Of these, $v+c$ are empty. The oxygen content is $2+2m-v-c$, so

$$\delta=v+c-2m.$$

Neutrality reads $2v+c+p=a+n+4m$. Insert $a=x-c$ and collect the ionic terms:

$$2v+2c-4m=x+n-p\quad\Rightarrow\quad 2\delta=x+n-p .$$

This is valence bookkeeping for these charge states. At fixed $x$, imposing $\delta$ imposes the electronic balance $n-p$, and the gas already has a say in that.

**The equilibrium constants**

For dilute defects, placing $N_i$ of them on $w_iN$ available states gives $(w_iN)^{N_i}/N_i!$ arrangements. Differentiating $-kT$ times its logarithm, with Stirling's formula, gives the term $kT\ln(n_i/w_i)$ in the chemical potential, where $n_i=N_i/N$.

I take a fluorite-type lattice with two anion sites per cation and eight anion neighbours around each cation. Then $w=2$ for a vacancy, $w=1$ for a free acceptor and $w=8$ for a complex. An electron localized on a cation has two spin states, so $w=2$.

A complex with binding energy $E_b$ is in equilibrium with its parts when

$$kT\ln\frac c8-E_b=kT\ln a+kT\ln\frac v2
\quad\Rightarrow\quad \frac{c}{av}=K=4e^{E_b/kT}.$$

Oxygen exchange is $\mathrm{O_O}\rightleftharpoons V_{\rm O}^{\bullet\bullet}+2e'+\tfrac12\mathrm{O_2}$. Let $E_r$ be its energy when the oxygen is released as half a ground-state molecule, which is also the zero of $\mu_{\rm O}$. At equilibrium

$$E_r+kT\ln\frac v2+2kT\ln\frac n2+\mu_{\rm O}=0
\quad\Rightarrow\quad vn^2=8e^{-(E_r+\mu_{\rm O})/kT}.$$

The factor 8 is $2\times2^2$. The other two laws are $np=2w_he^{-E_g/kT}$, with gap $E_g$ and $w_h$ hole states per cation, and $mv^2=4e^{-E_S/kT}$, with $E_S$ the Schottky energy for one cation vacancy and two oxygen vacancies.

**Solving for the deficiency**

In your anneal $p$ and $m$ will turn out to be negligible, so $n=2\delta-x$, which requires $\delta>x/2$. From $c=K(x-c)v$ we get $c=xKv/(1+Kv)$, and hence

$$\delta=v+\frac{xKv}{1+Kv}.$$

Its derivative with respect to $v$ is $1+xK/(1+Kv)^2>0$, so $v$ rises with $\delta$. Multiplying by $1+Kv$ and collecting powers of $v$,

$$Kv^2+(1+Kx-K\delta)v-\delta=0 .$$

The product of the two roots is $-\delta/K<0$, so exactly one is positive. With that root $v(\delta)$, the exchange law becomes one equation for $\delta$:

$$v(\delta)\,(2\delta-x)^2=8e^{-(E_r+\mu_{\rm gas})/kT}.$$

The left side starts from zero at $\delta=x/2$ and rises without limit. The right side is a number set by temperature and pressure. They meet once.

For the gas I use ideal O₂ with translation, rotation, vibration and a triplet ground state:

$$\mu_{\rm gas}=-\frac{kT}{2}\ln\!\left[\left(\frac{2\pi MkT}{h^2}\right)^{3/2}\frac{kT}{p_{\rm O_2}}\,\frac{T}{2\Theta}\,\frac{3}{1-e^{-\epsilon/kT}}\right].$$

Here $M$ is the molecular mass, $\Theta$ the rotational temperature and $\epsilon$ the vibrational quantum. The 2 beside $\Theta$ appears because half of the rotational levels are allowed.

**Your anneal in numbers**

I use round parameters: $E_r=4.6$ eV, $E_g=3.0$ eV, $E_b=0.4$ eV, $E_S=6.0$ eV and $w_h=0.01$. At 1200 K, $kT=0.1034$ eV and $K=191.4$. At $10^{-3}$ Torr, $\mu_{\rm gas}=-2.054$ eV. Therefore

$$vn^2=8\exp\!\left(-\frac{4.6-2.054}{0.1034}\right)\approx1.6\times10^{-10}.$$

The root is $\delta=7.52\times10^{-4}$, or $1.88\times10^{19}$ missing oxygen atoms per cm³ for an assumed $2.5\times10^{22}$ cations per cm³. To check it, put this $\delta$ in the quadratic. The linear coefficient is $1+0.1914-0.1439=1.0475$, and

$$v=\frac{-1.0475+\sqrt{1.0475^2+4(191.4)(7.52\times10^{-4})}}{2(191.4)}\approx6.42\times10^{-4}.$$

Also $n=2\delta-x=5.03\times10^{-4}$, and $vn^2$ is again $1.6\times10^{-10}$. The complexes hold $c=1.095\times10^{-4}$. The full solution gives $p\approx10^{-11}$ and $m\approx6\times10^{-19}$, so neglecting them was safe.

Complexes do affect the value. Forbidding them at the same $T$, $p_{\rm O_2}$ and $x$ gives $\delta=7.35\times10^{-4}$, about 2% lower. Binding reduces the free vacancies at a given $\delta$, so the product $vn^2$ reaches its required value at a larger $\delta$. The value moves, but no freedom appears.

**What your imposed value means**

Set $\delta=10^{-3}$. Then $n=10^{-3}$, the quadratic gives $v\approx8.6\times10^{-4}$, and $vn^2\approx8.6\times10^{-10}$, about 5.3 times what the gas allows. The exchange law turns this into

$$\mu_{\rm gas}-\mu_{\rm O}=kT\ln5.3\approx0.17\ \text{eV}.$$

The oxide would take up oxygen. Since $\mu_{\rm gas}$ contains $\tfrac12kT\ln p_{\rm O_2}$, the matching pressure is lower by $5.3^2\approx28$, which gives about $3.6\times10^{-5}$ Torr. That is the anneal your desired film needs, at this temperature and doping.

Other choices read the same way. A deficiency of $5.5\times10^{-4}$ belongs to about 1.2 Torr, and $2\times10^{-3}$ to about $10^{-7}$ Torr. A value of $4\times10^{-4}$ lies below $x/2$, so the valence identity demands holes, $p\approx x-2\delta=2\times10^{-4}$. The formal pressure is then near $10^{27}$ Torr, far beyond any use of the ideal-gas law. The sensible reading is that this film cannot be reached by equilibration in this model.

**Two limits**

When $n\ll x$, the dopant sets $\delta\approx x/2$ and $v$ is nearly constant. Then $n^2\propto p_{\rm O_2}^{-1/2}$, so $\delta-x/2=n/2\propto p_{\rm O_2}^{-1/4}$. At 760 Torr the model gives $\delta=5.10\times10^{-4}$, close to the dopant-set value $x/2=5\times10^{-4}$. The calculated exponent of $n$ just below that pressure is $-0.247$; it is slightly weaker than $-1/4$ because $v$ still grows a little with $n$.

Without dopant, $v=n/2$, so $n^3\propto p_{\rm O_2}^{-1/2}$ and the exponent is $-1/6$. The calculated value is $-0.1667$. In neither limit is $\delta$ free; what changes is how strongly it responds to pressure.

**Can a crystal simply happen to have another value?**

A finite crystal fluctuates. With $N$ cations, the probability $w$ of a given deficiency varies, to leading order in $N$, as $e^{-N\Phi/kT}$. Hence

$$\ln\frac{w(\delta_2)}{w(\delta_1)}=-\frac{N}{kT}\int_{\delta_1}^{\delta_2}(\mu_{\rm gas}-\mu_{\rm O})\,d\delta .$$

Expanding $\Phi$ to second order about its minimum gives a Gaussian with

$$\mathrm{var}(\delta)=\frac{kT}{N\Phi''}=-\frac{kT}{N}\frac{d\delta}{d\mu_{\rm O}} .$$

I tested this with an explicit sum over the possible defect numbers in a neutral crystal of 400,000 cations. The sum uses the same energies and counts arrangements directly, without a Fermi level or mass-action laws. It gives a mean of $7.51\times10^{-4}$ and a spread of $1.64\times10^{-5}$, the same spread as the formula. With a quarter of the cations the spread doubles. Going from $7.53\times10^{-4}$ to $9.03\times10^{-4}$ changes $\ln w$ by $-37.1$ in the sum and $-36.3$ in the leading-order formula. For one cubic micrometre, the predicted spread is $7\times10^{-8}$.

In your anneal the minority defects hardly matter, so I repeated the test where they do. At the same temperature and pressure, I took $x=0.002$, $E_r=4.5$, $E_g=1.0$, $E_b=0.4$ and $E_S=2.6$ eV, with 40,000 cations. The sum gives $\delta=6.31\times10^{-4}$ and mass action $6.33\times10^{-4}$. Cation vacancies, now at about $10^{-4}$, agree within about 3%.

**Where the statement stops**

The first limit is phase separation. Add a mean-field vacancy attraction $-W\delta^2/2$ to $g$. For an undoped oxide with site filling included,

$$g''=kT\left[\frac3\delta+\frac1{2-\delta}+\frac4{1-2\delta}\right]-W .$$

A large $W$ makes this negative over a range of $\delta$, and $\mu_{\rm O}(\delta)$ then has a loop. For $W=3$ eV at 1200 K, three values of $\delta$ satisfy the exchange condition at the transition. The two stable ones, 0.055 and 0.469, coexist as different phases; the middle one is unstable. With $\mu_{\rm gas}$ 5 meV higher, the stable value is 0.053; with it 5 meV lower, 0.470. A metastable branch can survive on the wrong side, and then history matters.

Your film is far from this loop. In the dilute model $-d\mu_{\rm O}/d\delta$ is at least $4kT/n\approx820$ eV, so a mean-field attraction of a few eV cannot reverse its sign. That is local stability only; a distant reduced phase must be compared through $\Phi$ itself. With site filling and without complexes, the dilute state stays the lowest at your gas potential up to $W=8$ eV, and at $W=10$ eV it loses to $\delta$ near 0.5.

The second limit is kinetic. After cooling without oxygen exchange, $\delta$ records the anneal and is a legitimate input. The surrounding pressure is then no longer an equilibrium variable of the film. If $\delta=7.52\times10^{-4}$ is frozen in at 400 K while the internal defects re-equilibrate, the matching oxygen pressure is about $10^{-78}$ Torr. No gas supplies that; the number says that the cold film is held by slow exchange.

**How this compares with a real film**

The parameters lie in the rough regime of ceria, whose extra electrons localize on cations, but this is not a prediction for ceria. The doping of 0.1% is light compared with ceria electrolytes, where 10% or more is common. Of the omissions below, the first two move $\delta$ considerably and the last two hardly matter:

- An extra vibrational entropy of $3k$ per vacancy, an assumed size, gives $\delta=1.34\times10^{-3}$, or 78% more.
- Debye–Hückel attraction, with a relative permittivity of 25, gives $9.8\times10^{-4}$, or 31% more. The shift for a doubly charged vacancy, $4\times0.029$ eV, exceeds $kT$, so this limiting law indicates a size and not a correction to trust. The rise drops to about 26% if the acceptors do not take part in screening, and to about 21% with an ion size of 0.3 nm.
- Electron–vacancy pairs bound by an assumed 0.2 eV amount to about 1.4% of the free vacancies, counting four neighbouring cations with two spin states each. The printed value 0.007 counts only one spin state.
- Pressure–volume work at 760 Torr is about $2.5\times10^{-5}$ eV per cation, which is negligible.

The Debye length is 1.2 nm if all charged defects screen and about 1.3 nm if the acceptors are immobile, so space charge occupies a small part of 100 nm. It can still shift the average $\delta$ of the film: with immobile acceptors, an assumed potential of 0.2 V at both faces lowers the average by about 6% if positive and raises it by roughly a quarter if negative. In a film a few nanometres thick, space charge would fill much of the thickness, and thickness and interface charge would become further variables. Equilibration also takes time. With assumed round values of $10^{-7}$ cm/s for surface exchange and $10^{-7}$ cm²/s for diffusion, the times are 100 s and 1 ms. Under those values the surface is the bottleneck, and the anneal should last several times 100 s before you use the equilibrium model.

For your input file, keep the exchange reaction and let $\delta$ be an output. If the target is $\delta=10^{-3}$, make the pressure the unknown. If the film is sealed or quenched, drop the exchange reaction deliberately and supply $\delta$ in place of the pressure. The numerical output below lists the values for each case.

## Table of computed values

```
Temperature 1200 K; kT 0.1034 eV; O2 pressure 1e-03 Torr
Acceptor content x 1.0e-03 per cation
Model energies (eV): reduction 4.6, gap 3.0, binding 0.4, Schottky 6.0
Hole states per cation 0.01
O2 inputs: bond 0.121 nm, vibration 0.196 eV
Gas oxygen chemical potential -2.0542 eV per atom
Association constant K 191.4
Equilibrium delta 7.5165e-04 per cation
Fermi level above valence band 2.1430 eV
Content of free oxygen vacancies: 6.422e-04 per cation
Content of complexes: 1.095e-04 per cation
Content of free acceptors: 8.905e-04 per cation
Content of electrons: 5.033e-04 per cation
Content of holes: 9.995e-12 per cation
Content of cation vacancies: 6.136e-19 per cation
Missing oxygen 1.879e+19 cm^-3
Delta with complexes forbidden 7.3519e-04
Pressure 1e-04 Torr gives delta 9.0676e-04
Pressure 1e-03 Torr gives delta 7.5165e-04
Pressure 1e+00 Torr gives delta 5.5232e-04
Pressure 8e+02 Torr gives delta 5.1037e-04
Imposed delta 4.00e-04: log10(p/Torr) 26.76, mu_gas-mu_oxide -3.543 eV
Imposed delta 5.50e-04: log10(p/Torr) 0.08, mu_gas-mu_oxide -0.367 eV
Imposed delta 1.00e-03: log10(p/Torr) -4.45, mu_gas-mu_oxide +0.172 eV
Imposed delta 2.00e-03: log10(p/Torr) -6.97, mu_gas-mu_oxide +0.473 eV
Electron pressure exponent: doped -0.2473, undoped -0.1667
Lattice sum, 400000 cations: delta 7.5069e-04
Delta spread: sum 1.637e-05, formula 1.640e-05
Spread ratio for one quarter of the cations 1.999
ln probability ratio, delta 9.0250e-04 to 7.5250e-04: sum -37.08, formula -36.33
Delta spread in one cubic micrometre 6.56e-08
Second parameter set: delta sum 6.3072e-04, mass action 6.3254e-04
Second set cation vacancies: sum 1.124e-04, mass action 1.159e-04
Attractive model, W 3.0 eV: 3 roots at coexistence
Coexisting delta values 0.0548 and 0.4692
Stable delta 5 meV above/below coexistence 0.0533/0.4703
Frozen delta at 400 K: matching log10(p/Torr) -78.05
Cation density 2.5e+22 cm^-3; permittivity 25
Debye length 1.18 nm; film 100 nm
Debye-Hueckel shift per squared charge 0.0287 eV
Delta with Debye-Hueckel shifts 9.8153e-04
Delta with 3 k_B extra entropy per vacancy 1.3398e-03
Electron-vacancy pairs per free vacancy at 0.2 eV 0.007
Pressure-volume work per cation at 760 Torr 2.5e-05 eV
Exchange time 100 s at 1e-07 cm/s
Diffusion time 1.0e-03 s at 1e-07 cm2/s
```
